# Transmission of a Long Effusion Channel in Collisionless Flow: verification in Python

```python
# Result under test: free-molecular transmission W of a cylindrical channel
# (radius R, length L, cosine-law entry and cosine-law wall re-emission)
# tends to 8R/(3L) from below as L/R grows, and L*W = 2*integral(F*u).
# Lengths in the functions below are in units of R.
# F(z): fraction of entering molecules reaching depth z without a wall hit
# p(s): chance that a molecule leaving the wall crosses a section s away
# K(s): density of the next wall hit at axial displacement s
# u(x): wall impingement rate at depth x relative to that at the entrance
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

rng = np.random.default_rng(20241)


def F(z):
    return (2.0 / (np.sqrt(z * z + 4.0) + z)) ** 2


def p(s):
    return F(s) / np.sqrt(s * s + 4.0)


def K(s):
    q = np.sqrt(s * s + 4.0)
    return F(s) * (2.0 * q + s) / q ** 3


# ---- view factors from their definition as surface integrals ----
g, gw = np.polynomial.legendre.leggauss(60)
rad, rw = 0.5 * (g + 1.0), 0.5 * gw
phi = 2.0 * np.pi * np.arange(600) / 600
dphi = 2.0 * np.pi / 600


def disc_to_disc(z):
    r1 = rad[:, None, None]
    r2 = rad[None, :, None]
    d2 = z * z + r1 ** 2 + r2 ** 2 - 2.0 * r1 * r2 * np.cos(phi)
    inner = (z * z / d2 ** 2).sum(axis=2) * dphi
    return 2.0 / np.pi * np.einsum('i,j,ij', rw * rad, rw * rad, inner)


def wall_to_disc(s):
    r = rad[:, None]
    d2 = s * s + 1.0 + r ** 2 - 2.0 * r * np.cos(phi)
    inner = ((1.0 - r * np.cos(phi)) * s / d2 ** 2).sum(axis=1) * dphi
    return np.sum(rw * rad * inner) / np.pi


def wall_to_wall(s):
    h = 1.0 - np.cos(phi)
    return np.sum(h ** 2 / (s * s + 2.0 * h) ** 2) * dphi / np.pi


for dist in (0.7, 3.0):
    assert abs(disc_to_disc(dist) - F(dist)) < 1e-7
    assert abs(wall_to_disc(dist) - p(dist)) < 1e-7
    assert abs(wall_to_wall(dist) - K(dist)) < 1e-7
mean_depth = quad(F, 0.0, np.inf)[0]
assert abs(mean_depth - 4.0 / 3.0) < 1e-7


# ---- numerical solution of the wall-impingement integral equation ----
def solve(length, loss=0.0, nodes=8):
    panels = int(round(length))
    t, w = np.polynomial.legendre.leggauss(nodes)
    h = length / panels
    x = (h * (np.arange(panels)[:, None] + 0.5 * (t + 1.0))).ravel()
    wt = np.tile(0.5 * h * w, panels)
    m = K(np.abs(x[:, None] - x[None, :])) * wt
    # the kernel has a kink at zero distance: its row integral is
    # replaced by the closed value 1 - p(x) - p(L-x)
    row = 1.0 - p(x) - p(length - x)
    m[np.diag_indices_from(m)] += row - m.sum(axis=1)
    u = np.linalg.solve(np.eye(x.size) - (1.0 - loss) * m, p(x))
    W = F(length) + 2.0 * (1.0 - loss) * np.sum(wt * u * p(length - x))
    return W, x, wt, u


# ---- independent road: sampling of flights in three dimensions ----
def trace(length, count, specular=0.0, start=None):
    """Return transmitted fraction and mean wall hits of the transmitted."""
    if start is None:
        r = np.sqrt(rng.random(count))
        cos2 = rng.random(count)
        a = 1.0 - cos2
        b = r * np.sqrt(a) * np.cos(2.0 * np.pi * rng.random(count))
        root = np.sqrt(b * b + a * (1.0 - r * r))
        z = np.sqrt(cos2) * (root - b) / a
        step = 2.0 * np.sqrt(cos2) * root / a
    else:
        z = np.full(count, float(start))
        step = np.zeros(count)
    passed = np.count_nonzero(z >= length)
    hit_sum = 0
    keep = z < length
    z, step = z[keep], step[keep]
    hits = 0
    while z.size:
        hits += 1
        c2 = rng.random(z.size)
        psi = 2.0 * np.pi * rng.random(z.size)
        s2 = 1.0 - c2
        fresh = (2.0 * np.sqrt(c2 * s2) * np.sin(psi)
                 / (c2 + s2 * np.cos(psi) ** 2))
        if specular > 0.0:
            # a mirror reflection in a cylinder repeats the axial step
            step = np.where(rng.random(z.size) < specular, step, fresh)
        else:
            step = fresh
        z = z + step
        out = np.count_nonzero(z >= length)
        passed += out
        hit_sum += hits * out
        keep = (z > 0.0) & (z < length)
        z, step = z[keep], step[keep]
    return passed / count, hit_sum / max(passed, 1)


def sigma(prob, count):
    return np.sqrt(prob * (1.0 - prob) / count)


print("mean first-flight depth / R =", f"{mean_depth:.6f}")
print("L/R, W solved, 8R/(3L), ratio, lower bound on ratio:")
ratios = []
for length in (2.0, 10.0, 40.0, 200.0):
    W, x, wt, u = solve(length)
    identity = 2.0 * np.sum(wt * F(x) * u) / length
    # tolerance set by the kink of the kernel in the quadrature
    assert abs(identity / W - 1.0) < 3e-4
    for edge in (0.0, length / 2.0):
        flux = F(edge) + 2.0 * np.sum(
            wt * u * np.sign(edge - x) * p(np.abs(edge - x)))
        assert abs(flux / W - 1.0) < 1e-3
    assert np.max(np.abs(u + u[::-1] - 1.0)) < 1e-8
    assert u.min() > 0.0 and u.max() < 1.0
    limit = 8.0 / (3.0 * length)
    ratio = W / limit
    low = 1.0 - np.sqrt(3.0 / length) - 2.0 / length
    assert low < ratio < 1.0
    ratios.append(ratio)
    print(f"  {length:5.0f}  {W:.5f}  {limit:.5f}  {ratio:.4f}  {low:.4f}")
assert np.all(np.diff(ratios) > 0.0) and ratios[-1] > 0.95

W10, x10, w10, u10 = solve(10.0)
assert abs(solve(10.0, nodes=14)[0] / W10 - 1.0) < 2e-4
n10 = 200000
mc10, _ = trace(10.0, n10)
assert abs(mc10 - W10) < 4.5 * sigma(W10, n10)
far_exit, _ = trace(10.0, n10, start=2.0)
far_theory = 1.0 - np.interp(2.0, x10, u10)
assert abs(far_exit - far_theory) < 4.5 * sigma(far_theory, n10) + 2e-4
print("L/R = 10: W from sampled flights =", f"{mc10:.4f}",
      "+/-", f"{sigma(mc10, n10):.4f}")
print("L/R = 10, start on wall at x = 2R, far-exit chance:")
print(f"  sampled {far_exit:.4f}, from 1-u {far_theory:.4f}")

# ---- worked example: gallium channel, round inputs ----
radius_mm, length_mm = 0.5, 20.0
temperature, pressure_torr = 1240.0, 1.0e-3
mass_u, diameter_nm = 69.723, 0.4
specular_part, wall_loss = 0.10, 1.0e-4

aspect = length_mm / radius_mm
kT = const.k * temperature
pressure = pressure_torr * const.torr
mass = mass_u * const.atomic_mass
flux_cm2 = pressure / np.sqrt(2.0 * np.pi * mass * kT) * 1e-4
area_cm2 = np.pi * (0.1 * radius_mm) ** 2
entering = flux_cm2 * area_cm2
W_limit = 8.0 / (3.0 * aspect)
W_full = solve(aspect)[0]
path_mm = 1e3 * kT / (np.sqrt(2.0) * np.pi
                      * (diameter_nm * 1e-9) ** 2 * pressure)

n_ex = 400000
W_mc, mean_hits = trace(aspect, n_ex)
assert abs(W_mc - W_full) < 4.5 * sigma(W_full, n_ex)
W_spec, _ = trace(aspect, n_ex, specular=specular_part)
spec_ratio = W_spec / W_full
spec_error = sigma(W_spec, n_ex) / W_full
assert spec_ratio > 1.0 + 4.0 * spec_error
W_loss = solve(aspect, loss=wall_loss)[0]
loss_drop = 1.0 - W_loss / W_full
# first order in the loss; the remainder is second order plus sampling noise
assert abs(loss_drop - wall_loss * mean_hits) < 1.5e-3
assert path_mm > length_mm

print("Example: Ga, mass", mass_u, "u")
print("channel radius =", radius_mm, "mm; length =", length_mm, "mm")
print("L/R =", f"{aspect:.0f}")
print("temperature =", f"{temperature:.0f} K")
print("source pressure =", f"{pressure_torr:.4f} Torr")
print("impingement rate =", f"{flux_cm2:.3e} atoms/(cm2 s)")
print("opening area =", f"{area_cm2:.4e} cm2")
print("entering rate =", f"{entering:.3e} atoms/s")
print("W, limit law =", f"{W_limit:.5f}")
print("W, solved equation =", f"{W_full:.5f}")
print("W, sampled flights =", f"{W_mc:.5f} +/- {sigma(W_mc, n_ex):.5f}")
print("transmitted rate, limit law =", f"{entering * W_limit:.3e} atoms/s")
print("transmitted rate, solved =", f"{entering * W_full:.3e} atoms/s")
print("limit law too high by", f"{100 * (W_limit / W_full - 1):.1f} %")
print("Neglected effects:")
print("assumed collision diameter =", diameter_nm, "nm")
print("mean free path at source pressure =", f"{path_mm:.0f} mm")
print("L / mean free path =", f"{length_mm / path_mm:.3f}")
print("2R / mean free path =", f"{2 * radius_mm / path_mm:.4f}")
print("specular fraction =", f"{specular_part:.2f}")
print("W(specular)/W(diffuse) =", f"{spec_ratio:.3f} +/- {spec_error:.3f}")
print("mean wall hits of transmitted atoms =", f"{mean_hits:.0f}")
print("assumed loss per wall hit =", f"{wall_loss:.1e}")
print("drop of W from wall loss =", f"{100 * loss_drop:.2f} %")
print("tests ok")
```

Output:

```
mean first-flight depth / R = 1.333333
L/R, W solved, 8R/(3L), ratio, lower bound on ratio:
      2  0.51423  1.33333  0.3857  -1.2247
     10  0.19094  0.26667  0.7160  0.2523
     40  0.05945  0.06667  0.8918  0.6761
    200  0.01294  0.01333  0.9709  0.8675
L/R = 10: W from sampled flights = 0.1909 +/- 0.0009
L/R = 10, start on wall at x = 2R, far-exit chance:
  sampled 0.2548, from 1-u 0.2569
Example: Ga, mass 69.723 u
channel radius = 0.5 mm; length = 20.0 mm
L/R = 40
temperature = 1240 K
source pressure = 0.0010 Torr
impingement rate = 1.195e+17 atoms/(cm2 s)
opening area = 7.8540e-03 cm2
entering rate = 9.383e+14 atoms/s
W, limit law = 0.06667
W, solved equation = 0.05945
W, sampled flights = 0.05883 +/- 0.00037
transmitted rate, limit law = 6.255e+13 atoms/s
transmitted rate, solved = 5.578e+13 atoms/s
limit law too high by 12.1 %
Neglected effects:
assumed collision diameter = 0.4 nm
mean free path at source pressure = 181 mm
L / mean free path = 0.111
2R / mean free path = 0.0055
specular fraction = 0.10
W(specular)/W(diffuse) = 1.178 +/- 0.007
mean wall hits of transmitted atoms = 239
assumed loss per wall hit = 1.0e-04
drop of W from wall loss = 2.35 %
tests ok
```
